# Raman activity of methane in the bond polarizability model: verification in Python

```python
"""
Bond polarizability model of methane (tetrahedral XY4), atomic units.

The molecular polarizability is a sum over four axially symmetric bonds whose
parallel and perpendicular values depend on that bond's own length only.
  mean  = (parallel + 2 perpendicular)/3      aniso  = parallel - perpendicular
  dmean, daniso = their derivatives with respect to bond length at r0
Result under test, to first order in the displacements:
  a1 stretch                      -> dmean only
  e bend                          -> aniso/r0 only
  t2 bend at fixed bond lengths   -> aniso/r0 only
  t2 normal modes                 -> aniso/r0 and daniso, never mean or dmean
S is a unit-normalized pattern of bond-vector displacements; Q is a
mass-weighted normal coordinate. All material parameters are round choices.
"""
import numpy as np
from scipy import constants
from scipy.linalg import eigh
from scipy.spatial.transform import Rotation

# ---------------------------------------------------------------- parameters
r0 = 2.0
parallel, perpendicular = 6.0, 3.0
dparallel, dperpendicular = 4.0, 1.0
k_stretch, k_bend = 0.30, 0.03       # hartree/bohr^2; bend energy uses r0*angle
k_coupling = 0.01                    # used only in the second force field
mass_unit = constants.atomic_mass / constants.electron_mass
m_H, m_C = 1.0 * mass_unit, 12.0 * mass_unit

mean = (parallel + 2 * perpendicular) / 3
aniso = parallel - perpendicular
dmean = (dparallel + 2 * dperpendicular) / 3
daniso = dparallel - dperpendicular
example = np.array([mean, aniso, dmean, daniso])

identity = np.eye(3)
n = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]]) / np.sqrt(3)
reference = np.vstack([np.zeros(3), r0 * n])       # atom 0 is carbon
pairs = [(i, j) for i in range(4) for j in range(i + 1, 4)]
curvature_mean, curvature_aniso = 0.35, -0.20      # must not matter at first order


# --------------------------------------------------- definitions of the model
def polarizability(x, bond):
    """Sum of bond tensors for Cartesian positions x."""
    b_mean, b_aniso, b_dmean, b_daniso = bond
    total = np.zeros((3, 3))
    for atom in range(1, 5):
        vector = x[atom] - x[0]
        length = np.linalg.norm(vector)
        projector = np.outer(vector, vector) / length**2
        s = length - r0
        mean_r = b_mean + b_dmean * s + curvature_mean * s**2
        aniso_r = b_aniso + b_daniso * s + curvature_aniso * s**2
        par, perp = mean_r + 2 * aniso_r / 3, mean_r - aniso_r / 3
        total += par * projector + perp * (identity - projector)
    return total


def internal_coordinates(x):
    """Four bond-length changes followed by six bond-angle changes."""
    vectors = x[1:] - x[0]
    lengths = np.linalg.norm(vectors, axis=1)
    u = vectors / lengths[:, None]
    angles = [np.arccos(u[i] @ u[j]) - np.arccos(-1 / 3) for i, j in pairs]
    return np.concatenate([lengths - r0, angles])


def cartesian_gradient(function, h=1e-4):
    """Central differences; the first index runs over 15 Cartesian coordinates."""
    rows = []
    for k in range(15):
        step = np.zeros(15)
        step[k] = h
        step = step.reshape(5, 3)
        rows.append((function(reference + step) - function(reference - step)) / (2 * h))
    return np.array(rows)


def polarizability_gradient(bond):
    return cartesian_gradient(lambda x: polarizability(x, bond))


# ------------------------------------------ symmetry coordinates, carbon fixed
M = np.diag([-1.0, -1.0, 2.0]) / (2 * np.sqrt(2))
P = np.zeros((3, 3))
P[0, 1] = P[1, 0] = 1.0
ez = np.array([0.0, 0.0, 1.0])
nz = n[:, 2:3]
patterns = {
    "a1 stretch": n / 2,
    "e bend": n @ M,
    "t2 bend": np.sqrt(3 / 8) * (ez - nz * n),
    "t2 stretch": np.sqrt(3) / 2 * nz * n,
}
component = {"a1 stretch": (0, 0), "e bend": (2, 2),
             "t2 bend": (0, 1), "t2 stretch": (0, 1)}


def derived_tensor(name, bond):
    """Closed-form derivative of the polarizability along a pattern."""
    _, g, dm, dg = bond
    return {"a1 stretch": 2 * dm * identity,
            "e bend": 8 / 3 * g / r0 * M,
            "t2 bend": -2 * np.sqrt(2) / 3 * g / r0 * P,
            "t2 stretch": 2 / 3 * dg * P}[name]


def along_pattern(gradient, pattern):
    displacement = np.vstack([np.zeros(3), pattern]).ravel()
    return np.einsum("k,kab->ab", displacement, gradient)


for name, pattern in patterns.items():
    assert np.isclose(np.sum(pattern**2), 1.0)
    if "bend" in name:
        assert np.allclose(np.sum(pattern * n, axis=1), 0.0)

# Response to each bond parameter separately, then to the full example.
responses = {name: [] for name in patterns}
for bond in list(np.eye(4)) + [example]:
    gradient = polarizability_gradient(bond)
    for name, pattern in patterns.items():
        numerical = along_pattern(gradient, pattern)
        assert np.allclose(numerical, derived_tensor(name, bond), atol=1e-6)
        responses[name].append(numerical[component[name]])

# Equal bonds of any length give an exactly isotropic tensor.
stretch = 0.4
expected = 4 * (mean + dmean * stretch + curvature_mean * stretch**2)
assert np.allclose(polarizability(reference * (1 + stretch / r0), example),
                   expected * identity, atol=1e-12)

# Rigid rotations do not change the equilibrium tensor.
example_gradient = polarizability_gradient(example)
for axis in identity:
    rotation_pattern = np.cross(axis, reference[1:])
    assert np.allclose(along_pattern(example_gradient, rotation_pattern), 0, atol=1e-6)


# -------------------------------------------------- normal modes of five atoms
B = cartesian_gradient(internal_coordinates)
inverse_root_mass = 1 / np.sqrt(np.repeat([m_C, m_H, m_H, m_H, m_H], 3))
groups = {"t2 bend": slice(6, 9), "e bend": slice(9, 11),
          "a1 stretch": slice(11, 12), "t2 stretch": slice(12, 15)}


def normal_modes(coupling):
    force = np.diag([k_stretch] * 4 + [k_bend * r0**2] * 6)
    for a, pair in enumerate(pairs):
        for b in pair:
            force[b, 4 + a] = force[4 + a, b] = coupling * r0
    hessian = B @ force @ B.T
    values, vectors = eigh(hessian * np.outer(inverse_root_mass, inverse_root_mass))
    assert np.all(np.abs(values[:6]) < 1e-12) and values[6] > 1e-6
    for group in groups.values():
        assert np.ptp(values[group]) < 1e-6 * values[group].mean()
    return np.sqrt(values.clip(0)), inverse_root_mass[:, None] * vectors


# Exact quadrature over orientations for products of two second-rank tensors.
nodes, node_weights = np.polynomial.legendre.leggauss(5)
turns = 2 * np.pi * np.arange(6) / 6
euler = [(p, np.arccos(c), q) for c in nodes for p in turns for q in turns]
rotations = Rotation.from_euler("zyz", euler).as_matrix()
weights = np.repeat(node_weights / 2, 36) / 36


def raman(bond, displacements):
    """Activity and depolarization ratio of each group by orientation average."""
    gradient = polarizability_gradient(bond)
    tensors = np.einsum("kab,ki->iab", gradient, displacements)
    result = {}
    for name, group in groups.items():
        polarized = depolarized = 0.0
        for tensor in tensors[group]:
            laboratory = rotations @ tensor @ rotations.transpose(0, 2, 1)
            polarized += weights @ laboratory[:, 2, 2]**2
            depolarized += weights @ laboratory[:, 0, 2]**2
        result[name] = (45 * (polarized + depolarized), depolarized / polarized)
    return result


# ------------------------------------- derived two-by-two problem for t2 modes
G = np.array([[1 / m_H + 4 / (3 * m_C), 4 * np.sqrt(2) / (3 * m_C)],
              [4 * np.sqrt(2) / (3 * m_C), 1 / m_H + 8 / (3 * m_C)]])
t2_coefficients = np.array([2 / 3 * daniso, -2 * np.sqrt(2) / 3 * aniso / r0])


def t2_solution(coupling):
    F = np.array([[k_stretch, -2 * coupling], [-2 * coupling, 2 * k_bend]])
    squares, L = eigh(F, np.linalg.inv(G))
    L[:, 0] *= np.sign(L[1, 0])
    L[:, 1] *= np.sign(L[0, 1])
    return np.sqrt(squares), L


activity_a1 = 45 * 4 * dmean**2 / m_H
activity_e = 7 * 16 * (aniso / r0)**2 / m_H
activity_t2_sum = 63 * t2_coefficients @ G @ t2_coefficients

spectra = []
for coupling in (0.0, k_coupling):
    frequencies, displacements = normal_modes(coupling)
    spectrum = raman(example, displacements)
    t2_frequencies, L = t2_solution(coupling)
    t2_activities = 63 * (t2_coefficients @ L)**2
    assert np.isclose(frequencies[11], np.sqrt(k_stretch / m_H), rtol=1e-6)
    assert np.allclose(frequencies[9:11], np.sqrt(3 * k_bend / m_H), rtol=1e-6)
    assert np.allclose(frequencies[[6, 12]], t2_frequencies, rtol=1e-6)
    assert np.isclose(spectrum["a1 stretch"][0], activity_a1, rtol=1e-6)
    assert np.isclose(spectrum["e bend"][0], activity_e, rtol=1e-6)
    assert np.isclose(spectrum["t2 bend"][0], t2_activities[0], rtol=1e-6)
    assert np.isclose(spectrum["t2 stretch"][0], t2_activities[1], rtol=1e-6)
    numerical_sum = spectrum["t2 bend"][0] + spectrum["t2 stretch"][0]
    assert np.isclose(numerical_sum, activity_t2_sum, rtol=1e-6)
    assert spectrum["a1 stretch"][1] < 1e-10
    for name in ("e bend", "t2 bend", "t2 stretch"):
        assert np.isclose(spectrum[name][1], 0.75, rtol=1e-6)
    # The e mode keeps bond lengths; the t2 bending mode does not.
    length_changes = B[:, :4].T @ displacements
    assert np.max(np.abs(length_changes[:, groups["e bend"]])) < 1e-8
    assert np.max(np.abs(length_changes[:, groups["t2 bend"]])) > 1e-5
    spectra.append(spectrum)
assert abs(spectra[1]["t2 bend"][0] / spectra[0]["t2 bend"][0] - 1) > 0.01

# Change bond parameters one kind at a time for the first force field.
frequencies, displacements = normal_modes(0.0)
t2_frequencies, L = t2_solution(0.0)
base = spectra[0]
other_mean = raman(example + [1, 0, 1, 0], displacements)
other_aniso = raman(example + [0, 1, 0, 1], displacements)
no_slope = raman(example * [1, 1, 1, 0], displacements)
for name in ("e bend", "t2 bend", "t2 stretch"):
    assert np.isclose(other_mean[name][0], base[name][0], rtol=1e-6)
    assert not np.isclose(other_aniso[name][0], base[name][0], rtol=1e-2)
assert np.isclose(other_aniso["a1 stretch"][0], base["a1 stretch"][0], rtol=1e-6)
assert not np.isclose(other_mean["a1 stretch"][0], base["a1 stretch"][0], rtol=1e-2)
assert np.isclose(no_slope["e bend"][0], base["e bend"][0], rtol=1e-6)
assert not np.isclose(no_slope["t2 bend"][0], base["t2 bend"][0], rtol=1e-2)

# ---------------------------------------------------------------------- output
to_wavenumber = constants.value("hartree-inverse meter relationship") / 100
bohr_in_angstrom = constants.value("Bohr radius") * 1e10
to_angstrom4_per_u = bohr_in_angstrom**4 * mass_unit

print(f"bond length r0 = {r0:.1f} bohr")
print(f"bond parallel, perpendicular = {parallel:.1f}, {perpendicular:.1f} bohr^3")
print(f"their slopes = {dparallel:.1f}, {dperpendicular:.1f} bohr^2")
print(f"bond mean, anisotropy = {mean:.1f}, {aniso:.1f} bohr^3")
print(f"slopes of mean, anisotropy = {dmean:.1f}, {daniso:.1f} bohr^2")
print(f"anisotropy / r0 = {aniso / r0:.2f} bohr^2")
print(f"masses H, C = {m_H / mass_unit:.0f}, {m_C / mass_unit:.0f} u")
print(f"one u = {mass_unit:.3f} electron masses")
print(f"stretch, bend constants = {k_stretch:.2f}, {k_bend:.2f} hartree/bohr^2")
print(f"equilibrium polarizability = {polarizability(reference, example)[0, 0]:.1f} bohr^3")
print("Response of d(alpha)/dS to a unit of each bond parameter")
print("(mean, aniso columns: 1/bohr; slope columns: dimensionless)")
print("coordinate, component:   mean   aniso   dmean  daniso")
for name in patterns:
    label = "xyz"[component[name][0]] + "xyz"[component[name][1]]
    cells = " ".join(f"{value + 0.0:7.4f}" if abs(value) > 1e-6 else f"{0:7.4f}"
                     for value in responses[name][:4])
    print(f"{name:11s} {label}: {cells}")
print("d(alpha)/dS for the example, same components, bohr^2")
for name in patterns:
    print(f"{name:11s}: {responses[name][4]:8.4f}")
print("Normal modes: wavenumber in cm^-1, depolarization ratio")
for name, group in groups.items():
    wavenumber = frequencies[group].mean() * to_wavenumber
    print(f"{name:11s}: {wavenumber:7.1f}, {base[name][1]:.4f}")
print("Raman activity summed over partners: bohr^4/m_e (angstrom^4/u)")
for name in groups:
    value = base[name][0]
    print(f"{name:11s}: {value:.5f} ({value * to_angstrom4_per_u:.2f})")
print(f"sum of both t2 activities = {activity_t2_sum:.5f} bohr^4/m_e")
print("Two terms of d(alpha_xy)/dQ in t2 modes, bohr^2/sqrt(m_e)")
for k, name in enumerate(("t2 bend", "t2 stretch")):
    slope_term, angle_term = t2_coefficients * L[:, k]
    print(f"{name}: daniso term {slope_term:.5f}, aniso term {angle_term:.5f}")
print(f"t2 bending mode, ratio L_s/L_b = {L[0, 0] / L[1, 0]:.4f}")
print(f"t2 stretching mode, ratio L_b/L_s = {L[1, 1] / L[0, 1]:.4f}")
print(f"t2 bend activity, daniso = 0: {no_slope['t2 bend'][0]:.5f} bohr^4/m_e")
change = 100 * (no_slope["t2 bend"][0] / base["t2 bend"][0] - 1)
print(f"change of t2 bend activity on setting daniso = 0: {change:.1f} %")
print(f"coupling constant, second field = {k_coupling:.2f} hartree/bohr^2")
print(f"t2 bend activity, second field = {spectra[1]['t2 bend'][0]:.5f} bohr^4/m_e")
print(f"t2 stretch activity, second field = {spectra[1]['t2 stretch'][0]:.5f} bohr^4/m_e")
print("finished without a failed check")
```

Printed output:

```
bond length r0 = 2.0 bohr
bond parallel, perpendicular = 6.0, 3.0 bohr^3
their slopes = 4.0, 1.0 bohr^2
bond mean, anisotropy = 4.0, 3.0 bohr^3
slopes of mean, anisotropy = 2.0, 3.0 bohr^2
anisotropy / r0 = 1.50 bohr^2
masses H, C = 1, 12 u
one u = 1822.888 electron masses
stretch, bend constants = 0.30, 0.03 hartree/bohr^2
equilibrium polarizability = 16.0 bohr^3
Response of d(alpha)/dS to a unit of each bond parameter
(mean, aniso columns: 1/bohr; slope columns: dimensionless)
coordinate, component:   mean   aniso   dmean  daniso
a1 stretch  xx:  0.0000  0.0000  2.0000  0.0000
e bend      zz:  0.0000  0.9428  0.0000  0.0000
t2 bend     xy:  0.0000 -0.4714  0.0000  0.0000
t2 stretch  xy:  0.0000  0.0000  0.0000  0.6667
d(alpha)/dS for the example, same components, bohr^2
a1 stretch :   4.0000
e bend     :   2.8284
t2 bend    :  -1.4142
t2 stretch :   2.0000
Normal modes: wavenumber in cm^-1, depolarization ratio
t2 bend    :  1375.8, 0.7500
e bend     :  1542.1, 0.7500
a1 stretch :  2815.6, 0.0000
t2 stretch :  2975.4, 0.7500
Raman activity summed over partners: bohr^4/m_e (angstrom^4/u)
t2 bend    : 0.09056 (12.95)
e bend     : 0.13824 (19.76)
a1 stretch : 0.39498 (56.46)
t2 stretch : 0.11680 (16.70)
sum of both t2 activities = 0.20736 bohr^4/m_e
Two terms of d(alpha_xy)/dQ in t2 modes, bohr^2/sqrt(m_e)
t2 bend: daniso term -0.00184, aniso term -0.03608
t2 stretch: daniso term 0.04934, aniso term -0.00629
t2 bending mode, ratio L_s/L_b = -0.0360
t2 stretching mode, ratio L_b/L_s = 0.1801
t2 bend activity, daniso = 0: 0.08199 bohr^4/m_e
change of t2 bend activity on setting daniso = 0: -9.5 %
coupling constant, second field = 0.01 hartree/bohr^2
t2 bend activity, second field = 0.07258 bohr^4/m_e
t2 stretch activity, second field = 0.13479 bohr^4/m_e
finished without a failed check
```
